\section*{Momentum-conserving tunnelling between parallel electron and hole sheets: the alignment step, part 2}

Electrons tunnel between two parallel sheets, one with a valence band and one with a conduction band. We ask how the net rate per area $R$, positive from valence to conduction sheet, turns on with the edge separation $\Delta=E_V-E_C$. With $\mathbf k$ the in-plane wave vector measured from the valence maximum and $\mathbf Q$ the offset of the conduction minimum, the bands are
\[
E_v(\mathbf k)=E_V-\frac{\hbar^2k^2}{2m_v},\qquad
E_c(\mathbf k)=E_C+\frac{\hbar^2|\mathbf k-\mathbf Q|^2}{2m_c}.
\]
Tunnelling conserves in-plane momentum, so each initial state has one partner per offset. The kinetic energy of the electron and hole is
\[
P(\mathbf k)=\frac{\hbar^2k^2}{2m_v}
+\frac{\hbar^2|\mathbf k-\mathbf Q|^2}{2m_c}.
\]
With $1/m_r=1/m_c+1/m_v$, this is $P=\Delta_Q+u$, where $u=\hbar^2\kappa^2/2m_r$, $\boldsymbol\kappa=\mathbf k-\mathbf k_0$, $\mathbf k_0=\mathbf Q\,m_v/(m_c+m_v)$ and $\Delta_Q=\hbar^2Q^2/[2(m_c+m_v)]$.

For weak coupling $M$ and $g$ spin and valley copies conserved in tunnelling,
\[
R=R_0\,\theta(\Delta-\Delta_Q)\,\langle f_v-f_c\rangle,
\qquad R_0=\frac{g|M|^2m_r}{\hbar^3}.
\]
Here $\theta$ is the unit step, and the occupations $f_v,f_c$ are averaged over the resonant circle $\kappa^2=2m_r(\Delta-\Delta_Q)/\hbar^2$.

For extrema at the zone corners of two triangular lattices, at distances $K_c$ and $K_v$ from the origin, there are three equivalent offsets of equal length. When they differ, their weak-coupling rates add, and $|M|^2$ may stand for the sum.

Baths refill the valence states and empty the conduction states at energy-independent rates $\Gamma_v/\hbar$ and $\Gamma_c/\hbar$. With $\gamma=(\Gamma_v+\Gamma_c)/2$ and $S=4|M|^2/(\Gamma_v\Gamma_c)$, a full source and an empty drain, the rate of one pair detuned by $\delta$ is $J=(2\gamma|M|^2/\hbar)/[\delta^2+\gamma^2(1+S)]$. The golden rule needs $S\ll1$. Interactions between carriers have so far been left out.

At zero temperature the occupations are themselves steps, and they decide whether the threshold is visible. Take $Q=0$. On the resonant circle $\hbar^2\kappa^2/2m_r=\Delta$, so the common energy is
\begin{equation}
E_*=E_V-\frac{\hbar^2\kappa^2}{2m_v}
=E_V-\frac{m_r}{m_v}\Delta
=E_V-\frac{m_c}{m_c+m_v}\Delta .
\end{equation}
With chemical potentials $\mu_v$ and $\mu_c$ in the two sheets,
\begin{equation}
f_v-f_c=\theta(\mu_v-E_*)-\theta(\mu_c-E_*).
\end{equation}
As $\Delta\to0^+$, $E_*$ tends to the common edge. If $\mu_c<E_*<\mu_v$, the rate jumps from zero to $+R_0$. If $\mu_v<E_*<\mu_c$, it jumps to $-R_0$. If both chemical potentials lie on the same side, there is no step at alignment.

In terms of carriers, the positive step needs a valence sheet without holes and a conduction sheet without electrons at the threshold states. The names electron sheet and hole sheet then describe where the generated carriers go, not carriers already present. When both sheets are populated at the edge, electrons instead drop into holes and the step is one of recombination. When one sheet alone is populated, initial and final states are both full or both empty, and the net flow is zero.

A populated case shows how the turn-on moves. Let both sheets have carrier density $n$. Each of the $g$ copies fills a disc of area $\pi k_F^2$, so $n=gk_F^2/4\pi$ and $k_F^2=4\pi n/g$. Conduction states are full for $k<k_F$, valence states are full for $k>k_F$, and
\begin{equation}
f_v-f_c=
\begin{cases}
-1, & \Delta<\hbar^2k_F^2/2m_r,\\
+1, & \Delta>\hbar^2k_F^2/2m_r,
\end{cases}
\qquad \Delta>0 .
\end{equation}
The chemical potentials are $\mu_v=E_V-\hbar^2k_F^2/2m_v$ and $\mu_c=E_C+\hbar^2k_F^2/2m_c$. Their difference is
\begin{equation}
\mu_v-\mu_c=\Delta-\frac{\hbar^2k_F^2}{2m_r},
\end{equation}
so the flow changes sign where the bias does, as it must. If the conduction sheet alone is populated, the rate is zero up to the same value of $\Delta$ and $R_0$ beyond it.

Temperature acts on the occupations and leaves the conservation laws alone. Place the threshold energy midway between chemical potentials separated by $eV$, and set $y=eV/(2k_BT)$. Then
\begin{equation}
f_v-f_c=\frac{1}{e^{-y}+1}-\frac{1}{e^{y}+1}
=\frac{e^y-1}{e^y+1}=\tanh\frac{eV}{4k_BT}.
\end{equation}
When the threshold energy lies inside the bias window, heating lowers the step but does not round it within this model. When it lies outside, heating produces a partial step that is absent at zero temperature. It does round the sign reversal of populated sheets, which is set by the occupations, and at fixed carrier density it also moves the reversal to smaller $\Delta$, because heating draws both chemical potentials towards the gap. A $\Delta$ that varies from place to place would round the average current. In uniform sheets, rounding of the threshold step must come from a relaxed momentum or energy condition, or from the matrix element.

Consider the matrix element first. If symmetry makes $M$ vanish linearly at the edge, write $|M|^2=bk^2$. For $Q=0$ and a full bias window, the value on the circle is $2bm_r\Delta/\hbar^2$, and
\begin{equation}
R=\frac{gm_r}{\hbar^3}\,\frac{2bm_r\Delta}{\hbar^2}
=\frac{2gbm_r^2}{\hbar^5}\,\Delta,\qquad \Delta>0 .
\end{equation}
The step has become a ramp.

Now drop momentum conservation, as for short-range scatterers placed at random with a fixed number per area, which couple every initial state to every final state of the same copy. The mean squared element can then be written $w/A$, where $A$ is the area. The densities of states per copy are $D_{c,v}=m_{c,v}/(2\pi\hbar^2)$, and the overlap extends over an energy range $\Delta$. Summing over pairs gives
\begin{equation}
R=\frac{2\pi g}{\hbar}\,w\int_{E_C}^{E_V}\!D_cD_v\,dE
=\frac{2\pi g}{\hbar}\,wD_cD_v\,\Delta .
\end{equation}
This is again a ramp. Each sheet has a constant density of states in both situations, so that property alone does not produce the step. Momentum conservation is needed to select one partner for each initial state.

Finite level widths relax the energy condition. With a full source and an empty drain, set $x=\Delta-\Delta_Q$ and $s=\sqrt{1+S}$. The sum over pairs becomes
\begin{align}
R&=\frac{gm_r}{2\pi\hbar^2}\int_0^\infty\!du\,
\frac{2\gamma|M|^2/\hbar}{(x-u)^2+\gamma^2s^2}\\
&=\frac{gm_r|M|^2}{\pi\hbar^3}\,\gamma
\int_{-x}^{\infty}\frac{dq}{q^2+\gamma^2s^2},
\end{align}
where $q=u-x$. The last integral is $[\pi/2+\arctan(x/\gamma s)]/(\gamma s)$, and so
\begin{equation}
\frac{R}{R_0}=\frac1s\left[\frac12+\frac1\pi
\arctan\frac{x}{\gamma s}\right].
\end{equation}
For $S\ll1$ and $\gamma\to0$ the sharp step returns. For $S\gg1$ the plateau is $R_0/\sqrt S$, which grows as $|M|$ instead of $|M|^2$: exchange with the baths has begun to limit the flow. Far below threshold the rate falls as $\gamma/(\pi|x|)$ in units of $R_0$, for any $S$, once $|x|\gg\gamma s$. That slow tail follows from taking the widths independent of energy, and it should not be used to predict an off-state current.

For a numerical case, take rough parameters in the regime of a MoS$_2$ electron sheet over a WSe$_2$ hole sheet. The masses are $m_c=0.5\,m_0$ and $m_v=0.4\,m_0$, with $m_0$ the free-electron mass, so $m_r=0.222\,m_0$. Locked spin and valley give $g=2$. In each valley we keep only the conduction branch whose spin matches that of the valence edge, and leave out the other branch. The pair density on the plateau is
\begin{equation}
\rho=\frac{m_r}{2\pi\hbar^2}=0.464\ \mathrm{eV^{-1}\,nm^{-2}},
\qquad
\frac{\hbar^2}{2m_r}=\frac{1}{4\pi\rho}=0.1714\ \mathrm{eV\,nm^2}.
\end{equation}

Lattice constants of $0.316$ and $0.328$ nm put the zone corners at different distances $4\pi/3a$ from the origin. Without twist,
\begin{equation}
Q=\frac{4\pi}{3}\left(\frac{1}{0.316}-\frac{1}{0.328}\right)
\mathrm{nm^{-1}}=0.485\ \mathrm{nm^{-1}},
\end{equation}
and, since $m_r/(m_c+m_v)=0.247$,
\begin{equation}
\Delta_Q=0.1714\times0.247\times(0.485)^2\ \mathrm{eV}
\simeq10\ \mathrm{meV}.
\end{equation}
A twist $\vartheta$ changes the offset to $Q^2=K_c^2+K_v^2-2K_cK_v\cos\vartheta$. At $1^\circ$, $2^\circ$ and $5^\circ$ the thresholds are $12$, $19$ and $64$ meV, with the masses and lattice constants held fixed.

The coupling depends strongly on the spacer. A rough contact value of $20$ meV, reduced through $1.35$ nm of a barrier $2$ eV high with mass $0.5\,m_0$, gives
\begin{equation}
M\sim20\,e^{-5.12\times1.35}\ \mathrm{meV}
\simeq0.02\ \mathrm{meV},
\end{equation}
where $5.12\ \mathrm{nm^{-1}}$ is $\sqrt{2m\phi}/\hbar$ for a barrier of mass $m$ and height $\phi$. The height is the mean across the barrier, which the field tilts, and is counted from barrier states that have the in-plane momentum of the zone corners. In a featureless barrier that momentum would speed up the decay and make $M$ much smaller. We adopt $M=0.02$ meV, with $|M|^2$ summed over the three equivalent offsets. Using $\hbar=6.58\times10^{-16}$ eV s,
\begin{equation}
R_0=\frac{2\pi g}{\hbar}|M|^2\rho
=3.5\times10^{6}\ \mathrm{s^{-1}\,nm^{-2}}
=3.5\times10^{20}\ \mathrm{cm^{-2}\,s^{-1}} .
\end{equation}
Multiplication by the electron charge gives $0.57\ \mu\mathrm{A}/\mu\mathrm{m}^2$. An overlap $50$ nm long then carries $0.57\times0.05=0.028\ \mu\mathrm{A}$ per micrometre of gate width.

Is the full height available under bias? Let $\mu_v-\mu_c=0.30$ eV, place the two band edges symmetrically about the middle of this window, and go $50$ meV beyond threshold. Because $\mathbf k_0\ne0$, the energy varies around the circle, from $-24$ to $+20$ meV relative to mid-window. This is well inside $\pm150$ meV, so the zero-temperature occupation factor is one. At $300$ K its average over equally spaced angles is $0.993$.

Both bath widths are set to $5$ meV, so $\gamma=5$ meV and $S=4(0.02)^2/5^2=6.4\times10^{-5}$. The summed $|M|^2$ used here overstates $S$ for any one offset, and saturation is negligible. The interval from $10$ to $90$ per cent of the plateau is
\begin{equation}
2\gamma\tan(0.4\pi)=31\ \mathrm{meV},
\end{equation}
three times $\Delta_Q$ without twist. With a full source, an empty drain and no electron-hole attraction, the broadened rate at $50$ meV below and above threshold is $0.03R_0$ and $0.97R_0$. For comparison, $5\times10^{12}\ \mathrm{cm^{-2}}$ carriers in each sheet, with $Q=0$, would put the zero-temperature sign reversal at $n/(g\rho)=0.05/(2\times0.464)$ eV, or $54$ meV. At $300$ K the Fermi energies are comparable with $k_BT$, and $\mu_v=\mu_c$ is reached at $31$ meV for the same densities. Both values assume that the electrons fill only the branch kept. In MoS$_2$ the other spin branch lies a few meV away and takes carriers as well: if it is $3$ meV higher, the zero-temperature flow vanishes between $30$ and $54$ meV, and at $300$ K the reversal falls near $8$ meV.

Electron-hole attraction is a larger correction. The relative and total motions separate as they did in $P(\mathbf k)$, so a bound pair pays the same $\Delta_Q$ and gains its binding energy $E_b$. For sheets a distance $d$ apart in a uniform medium of relative permittivity $\epsilon$, the lowest radial state obeys
\begin{equation}
-\frac{\hbar^2}{2m_r}\frac1r\frac{d}{dr}
\left(r\frac{d\psi}{dr}\right)
-\frac{e^2}{4\pi\epsilon_0\epsilon\sqrt{r^2+d^2}}\,\psi
=-E_b\psi .
\end{equation}
With $d=2$ nm and $\epsilon=5$, finite differences on a radial mesh of $0.025$ nm out to $40$ nm give $E_b=74$ meV. Halving the mesh from $0.05$ nm changes this by $0.002$ meV, and extending the radius to $60$ nm has no visible effect. In this uniform medium a bound-pair resonance can therefore appear near $\Delta=10-74=-64$ meV, where its weight $|\psi(0)|^2$, spread over the same width $\gamma=5$ meV, gives a peak of about $7R_0$, far above the one-electron tail and above the plateau itself. It is a peak and not a step, because at fixed total momentum the lowest bound pair has a single energy. Such a pair must still separate before its carriers reach different contacts, and the rate for that is not calculated here. The excited bound states crowd towards the threshold and merge with the continuum. If every pair state has the width $\gamma=5$ meV, the pair-creation rate is $0.38R_0$ at $50$ meV below threshold and lies within about $2$ per cent of $R_0$ from $10$ meV below threshold to $100$ meV above it, so in this unscreened medium no step is left at $\Delta_Q$. The alignment step is thus a one-electron result, and it needs the attraction to be screened. The in-plane polarisability of the sheets is left out here, and would lower $E_b$ by roughly $20$ to $27$ meV for in-plane screening lengths, defined in vacuum, of $3$ to $5$ nm per sheet. Screening by gates or carriers would weaken the attraction further.

In a real MoS$_2$/WSe$_2$ stack the lowest conduction edge lies in MoS$_2$ and the highest valence edge in WSe$_2$, which is the arrangement assumed. The model current is far from typical of a logic transistor, whose drive current is roughly hundreds of microamperes per micrometre, some ten thousand times larger. The vertical field is also high. With a rough zero-field gap of $1.0$ eV and a separation of $2$ nm, threshold needs a mean field of about $1.01/2.0$ V/nm, or $5$ MV/cm, half a rough breakdown field of $10$ MV/cm. Raising $|M|^2$ ten-thousandfold would mean thinning the spacer by $\ln(100)/5.12=0.9$ nm. At fixed gap this raises the mean field to $1.01/1.1$ V/nm, about $9$ MV/cm. If the spacer has a lower permittivity than the sheets, its own field is higher than the mean and can exceed breakdown. At fixed widths the thinning also raises $S$ to about $0.64/3=0.21$ for each of the three offsets. If their resonances are treated as separate, the golden rule would overestimate the plateau by about $10$ per cent; the states that the resonances share raise the excess to about $13$ per cent at $50$ meV above threshold. Real devices also break the assumption of a uniform spacer: thinning by $0.1$ nm multiplies the local $|M|^2$ by $2.8$, and if the gates hold the mean field at $5$ MV/cm it also lowers the local $\Delta$ by about $50$ meV. Phonons relax momentum conservation as well. A $30$ meV mode has a mean occupation of $0.46$ at $300$ K, so absorption can open a path $30$ meV before the energy overlap begins. Its strength depends on a coupling that this model does not contain.
